# Energy Series of the Quartic Oscillator from Hypervirial and Hellmann-Feynman Relations: a program that tests the result

```python
"""Energy series of the quartic oscillator without computing a wavefunction.

H = p^2/2 + x^2/2 + lam*x^4, hbar = m = omega = 1, energies in hbar*omega.
E(lam) = sum_k E_k lam^k and X_m(lam) = <x^(2m)> = sum_k X_m^(k) lam^k.
Result under test: the hypervirial relation
 2(2m+1) E X_m = (2m+2) X_(m+1) + (4m+6) lam X_(m+2) - m(4m^2-1)/2 X_(m-1)
together with dE/dlam = X_2 fixes all E_k as rationals from E_0 = n + 1/2.
Checks use explicit perturbed wavefunctions in exact fractions, and
numerical diagonalization at finite coupling.
"""
from fractions import Fraction
from math import factorial
import numpy as np
import sympy as sp


def hypervirial_series(e0, order):
    """Return energies, moment rows X[k][m], and number of series products."""
    zero = e0 * 0
    energies, moments, products = [e0], [], 0
    for k in range(order):
        row = [zero + 1 if k == 0 else zero]
        moments.append(row)
        for m in range(order - k + 1):
            convolution = zero
            for i in range(k + 1):
                convolution += energies[i] * moments[k - i][m]
                products += 1
            value = 4 * (2 * m + 1) * convolution
            if m > 0:
                value += m * (4 * m * m - 1) * row[m - 1]
            if k > 0:
                value -= (8 * m + 12) * moments[k - 1][m + 2]
            row.append(value / (4 * m + 4))
        energies.append(row[2] / (k + 1))
    return energies, moments, products


# Explicit perturbation theory in the unnormalized basis |j) = (a^dagger)^j |0>,
# where (j|j) = j! and all matrix elements of even powers of x are rational.
def apply_even_power(vector, power):
    for _ in range(power):
        new = {}
        for j, c in vector.items():
            new[j + 1] = new.get(j + 1, 0) + c
            if j > 0:
                new[j - 1] = new.get(j - 1, 0) + j * c
        vector = new
    return {j: c / 2 ** (power // 2) for j, c in vector.items()}


def wavefunction_series(n, order):
    energies = [Fraction(2 * n + 1, 2)]
    psi = [{n: Fraction(1)}]
    for k in range(1, order + 1):
        driven = apply_even_power(psi[k - 1], 4)
        energies.append(driven.get(n, Fraction(0)))
        rhs = {j: -c for j, c in driven.items()}
        for i in range(1, k + 1):
            for j, c in psi[k - i].items():
                rhs[j] = rhs.get(j, 0) + energies[i] * c
        psi.append({j: c / (j - n) for j, c in rhs.items() if j != n})
    return energies, psi


def overlap(left, right):
    return sum((c * right[j] * factorial(j) for j, c in left.items()
                if j in right), Fraction(0))


def wavefunction_moments(psi, m):
    """Series of <x^(2m)> divided by the series of the norm."""
    applied = [apply_even_power(v, 2 * m) for v in psi]
    size = len(psi)
    top = [sum(overlap(psi[i], applied[k - i]) for i in range(k + 1))
           for k in range(size)]
    norm = [sum(overlap(psi[i], psi[k - i]) for i in range(k + 1))
            for k in range(size)]
    result = []
    for k in range(size):
        rest = sum(norm[i] * result[k - i] for i in range(1, k + 1))
        result.append((top[k] - rest) / norm[0])
    return result


for level in range(5):
    recursive, _, _ = hypervirial_series(Fraction(2 * level + 1, 2), 12)
    explicit, _ = wavefunction_series(level, 12)
    assert recursive == explicit

for level in (0, 2):
    table_order = 6
    _, table, _ = hypervirial_series(Fraction(2 * level + 1, 2), table_order)
    _, psi_series = wavefunction_series(level, table_order - 1)
    for m in range(1, table_order + 2):
        direct = wavefunction_moments(psi_series, m)
        for k in range(table_order):
            if m <= table_order - k + 1:
                assert table[k][m] == direct[k]


# Numerical diagonalization in the normalized oscillator basis.
def diagonalize(lam, size=120):
    off = np.sqrt(np.arange(1, size + 4) / 2)
    x = np.diag(off, 1) + np.diag(off, -1)
    x2 = x @ x
    x4 = (x2 @ x2)[:size, :size]
    h = np.diag(np.arange(size) + 0.5) + lam * x4
    values, vectors = np.linalg.eigh(h)
    return values, vectors, x[:size, :size]


strong = 0.5
values, vectors, x_matrix = diagonalize(strong)
worst_hypervirial = 0.0
for level in (0, 3):
    vector, moment = vectors[:, level].copy(), []
    for m in range(7):
        moment.append(vector @ vector)
        vector = x_matrix @ vector
    for m in range(5):
        left = 2 * (2 * m + 1) * values[level] * moment[m]
        right = ((2 * m + 2) * moment[m + 1]
                 + (4 * m + 6) * strong * moment[m + 2])
        if m > 0:
            right -= m * (4 * m * m - 1) / 2 * moment[m - 1]
        worst_hypervirial = max(worst_hypervirial, abs(left - right) / abs(left))
    step = 1e-4
    slope = (diagonalize(strong + step)[0][level]
             - diagonalize(strong - step)[0][level]) / (2 * step)
    # Tolerance covers the step^2 error and rounding divided by the step.
    assert abs(slope - moment[2]) < 1e-5
    if level == 0:
        ground_slope, ground_x4 = slope, moment[2]
assert worst_hypervirial < 1e-8

# High-order ground-state series and its floating-point counterpart.
ORDER = 100
E, _, product_count = hypervirial_series(Fraction(1, 2), ORDER)
assert product_count == ORDER * (ORDER + 1) * (ORDER + 5) // 6
assert all((E[k] > 0) == (k % 2 == 1) for k in range(1, ORDER + 1))
growth = {k: float(-E[k] / E[k - 1] / (3 * (k - Fraction(1, 2))))
          for k in (10, 20, 50, 100)}
assert abs(growth[100] - 1) < 1e-3
assert abs(growth[100] - 1) < abs(growth[50] - 1) < abs(growth[20] - 1)
E_float, _, _ = hypervirial_series(0.5, ORDER)

# General-level polynomials, checked against explicit wavefunctions.
e0 = sp.Symbol("E0")
symbolic, _, _ = hypervirial_series(e0, 4)
polynomials = [sp.expand(term) for term in symbolic]
for level in range(5):
    explicit, _ = wavefunction_series(level, 4)
    for k in range(1, 5):
        value = polynomials[k].subs(e0, sp.Rational(2 * level + 1, 2))
        assert value == sp.Rational(explicit[k].numerator,
                                    explicit[k].denominator)

print("Ground-state moments X_m^(k), m = 1, 2, ... (oscillator units)")
_, small_table, _ = hypervirial_series(Fraction(1, 2), 3)
for k, row in enumerate(small_table):
    print(f" k={k}:", ", ".join(str(value) for value in row[1:]))
print("Ground-state coefficients E_k (hbar*omega)")
for k in range(11):
    print(f" E_{k} = {E[k]}")
print("Polynomials in E0 = n + 1/2 (hbar*omega)")
for k in range(1, 5):
    print(f" E_{k} = {polynomials[k]}")
print(f"E_100 = {float(E[100]):.8e} hbar*omega")
print("digits in numerator of E_100:", len(str(abs(E[100].numerator))))
dyadic = all(c.denominator & (c.denominator - 1) == 0 for c in E)
print("all denominators to order 100 are powers of 2:", dyadic)
print("series products for order 100:", product_count)
for k, ratio in growth.items():
    print(f"|E_k/E_(k-1)|/(3(k-1/2)), k={k}: {ratio:.6f}")
for k in (20, 60, 100):
    relative = abs(float(Fraction(E_float[k]) / E[k] - 1))
    print(f"relative error of float recursion, k={k}: {relative:.1e}")
print(f"lam=0.5: largest relative hypervirial residual {worst_hypervirial:.1e}")
print(f"lam=0.5: dE/dlam {ground_slope:.7f}, <x^4> {ground_x4:.7f}")

for lam in (Fraction(1, 50), Fraction(1, 5)):
    reference = diagonalize(float(lam))[0][0]
    smaller_basis = diagonalize(float(lam), 90)[0][0]
    assert abs(reference - smaller_basis) < 1e-11
    total, sums, errors = Fraction(0), [], []
    for k in range(41):
        total += E[k] * lam ** k
        sums.append(float(total))
        errors.append(abs(float(total - Fraction(float(reference)))))
        omitted = abs(float(E[k + 1] * lam ** (k + 1)))
        # The small addition allows for rounding in the diagonalization.
        assert errors[k] < omitted + 1e-11
    best = int(np.argmin(errors))
    assert errors[40] > errors[best]
    print(f"lam={float(lam)}: diagonalized E = {reference:.11f} hbar*omega")
    print(f" best order {best}, error {errors[best]:.2e} hbar*omega")
    if lam == Fraction(1, 50):
        assert errors[best] < 1e-6
        for k in (1, 2, 4, 8, 12, 16, 20, 30, 40):
            print(f" order {k}: sum {sums[k]:.11f}, error {errors[k]:.2e}")

print("checks complete")
```

It prints:

```
Ground-state moments X_m^(k), m = 1, 2, ... (oscillator units)
 k=0: 1/2, 3/4, 15/8, 105/16
 k=1: -3/2, -21/4, -45/2
 k=2: 105/8, 999/16
Ground-state coefficients E_k (hbar*omega)
 E_0 = 1/2
 E_1 = 3/4
 E_2 = -21/8
 E_3 = 333/16
 E_4 = -30885/128
 E_5 = 916731/256
 E_6 = -65518401/1024
 E_7 = 2723294673/2048
 E_8 = -1030495099053/32768
 E_9 = 54626982511455/65536
 E_10 = -6417007431590595/262144
Polynomials in E0 = n + 1/2 (hbar*omega)
 E_1 = 3*E0**2/2 + 3/8
 E_2 = -17*E0**3/4 - 67*E0/16
 E_3 = 375*E0**4/16 + 1707*E0**2/32 + 1539/256
 E_4 = -10689*E0**5/64 - 89165*E0**3/128 - 305141*E0/1024
E_100 = -2.08487545e+204 hbar*omega
digits in numerator of E_100: 264
all denominators to order 100 are powers of 2: True
series products for order 100: 176750
|E_k/E_(k-1)|/(3(k-1/2)), k=10: 1.030435
|E_k/E_(k-1)|/(3(k-1/2)), k=20: 1.004632
|E_k/E_(k-1)|/(3(k-1/2)), k=50: 1.000591
|E_k/E_(k-1)|/(3(k-1/2)), k=100: 1.000139
relative error of float recursion, k=20: 2.2e-16
relative error of float recursion, k=60: 1.7e-16
relative error of float recursion, k=100: 2.0e-16
lam=0.5: largest relative hypervirial residual 4.3e-13
lam=0.5: dE/dlam 0.2602414, <x^4> 0.2602414
lam=0.02: diagonalized E = 0.51408642732 hbar*omega
 best order 16, error 2.87e-08 hbar*omega
 order 1: sum 0.51500000000, error 9.14e-04
 order 2: sum 0.51395000000, error 1.36e-04
 order 4: sum 0.51407789375, error 8.53e-06
 order 8: sum 0.51408615497, error 2.72e-07
 order 12: sum 0.51408637912, error 4.82e-08
 order 16: sum 0.51408639859, error 2.87e-08
 order 20: sum 0.51408638326, error 4.41e-08
 order 30: sum 0.51408355528, error 2.87e-06
 order 40: sum 0.50893774113, error 5.15e-03
lam=0.2: diagonalized E = 0.60240516369 hbar*omega
 best order 1, error 4.76e-02 hbar*omega
checks complete
```
